# Electromagnetic mode counting in a conducting box: no area term, part 2

A vacuum box $0<x<a$, $0<y<b$, $0<z<c$ with perfectly conducting walls has volume $V$, wall area $S$, $\Sigma=a+b+c$ and shortest side $d$. In $\hbar c$ and $\omega=ck$, $c$ is the speed of light; elsewhere it is a side.

Modes have wavenumbers $k_i=|\mathbf q|$, where $\mathbf q=(k_x,k_y,k_z)=\pi(l/a,m/b,n/c)$ with integers $l,m,n\ge0$. The electric field has $E_x=e_x\cos k_xx\,\sin k_yy\,\sin k_zz$ and cyclic partners, with $\mathbf q\cdot\mathbf e=0$. Three positive indices give two modes, exactly one zero gives one, and more zeros give none.

By Theorem 1, the number $N$ of modes up to $k$ and its smooth count are
$$N=\tfrac14Z_3-\tfrac14(Z_a+Z_b+Z_c)+\tfrac12,$$
$$\bar N(k)=\frac{Vk^3}{3\pi^2}-\frac{\Sigma k}{2\pi}+\frac12 .$$
$Z_3$ counts the points $\mathbf q$ with $|\mathbf q|\le k$, now with indices of either sign; $Z_a,Z_b,Z_c$ count those on the axes. $\bar N$ has no area term in $k^2$; its linear term is the edge term. At a single $k$, $N-\bar N$ can be comparable with it. Poisson summation turns the lattice sums into sums over integers $j$; the terms with $j\ne0$ are the windings, of length $R$.

With the field in equilibrium at temperature $T$ and $\lambda=\hbar c/(k_BT)$, the energy above the ground state is
$$U=\hbar c\sum_if(k_i),\qquad f(k)=\frac{k}{e^{\lambda k}-1}.$$

**Theorem 2**, still to be proved, states
$$U=\frac{\pi^2V(k_BT)^4}{15(\hbar c)^3}-\frac{\pi\Sigma(k_BT)^2}{12\hbar c}+\frac{k_BT}{2}-E_C+W(T),$$
where $E_C$ does not depend on temperature,
$$\frac{E_C}{\hbar c}=-\frac{V}{16\pi^2}\sum_{j\ne0}\frac1{r_j^4}+\frac{\pi}{48}\Big(\frac1a+\frac1b+\frac1c\Big),\qquad \mathbf r_j=(j_1a,j_2b,j_3c),\quad r_j=|\mathbf r_j|,$$
and $W$ vanishes like $e^{-4\pi d/\lambda}$, up to powers of $\lambda$, when $\lambda\ll d$.

The example box has $a,b,c=20,25,30\ \mu$m, $V=15000\ \mu\mathrm m^3$, $S=3700\ \mu\mathrm m^2$ and $\Sigma=75\ \mu$m.

### Two lemmas

**Lemma 3.** With $F_3(R)=\int f(|\mathbf q|)e^{i\mathbf q\cdot\mathbf R}d^3q$ and $F_1(R)=\int_{-\infty}^{\infty}f(|k|)e^{ikR}dk$,
$$\sum_if(k_i)=\frac{V}{4\pi^3}\sum_jF_3(2r_j)-\sum_{\ell=a,b,c}\frac{\ell}{4\pi}\sum_jF_1(2|j|\ell)+\frac12f(0).$$

*Proof.* The identity for $N$ says how often each lattice point must be counted, so it holds for a sum of any decaying function over the modes:
$$\sum_if(k_i)=\tfrac14\sum_{\mathbf q}f(|\mathbf q|)-\tfrac14\sum_{\ell=a,b,c}\ \sum_nf(\pi|n|/\ell)+\tfrac12f(0),$$
with $f(0)=1/\lambda$ as the limit $k\to0$. Poisson summation is applied to each lattice sum. The points $\mathbf q$ have density $V/\pi^3$, and those on an axis have density $\ell/\pi$. The function $f(|\mathbf q|)$ is continuous and decays exponentially. Lemma 4 shows that its transforms fall off as $R^{-4}$ in three dimensions and as $R^{-2}$ in one, so both sums converge absolutely. $\square$

**Lemma 4.** For $R>0$,
$$F_1(R)=\frac1{R^2}-\frac{\pi^2}{\lambda^2\sinh^2(\pi R/\lambda)},\qquad F_3(R)=-\frac{2\pi}{R}\frac{dF_1}{dR}.$$

*Proof.* Expand $1/(e^{\lambda k}-1)=\sum_{m\ge1}e^{-m\lambda k}$ and use $\int_0^\infty k\,e^{-pk}dk=1/p^2$ with $p=m\lambda-iR$:
$$F_1=2\int_0^\infty f(k)\cos kR\,dk=2\sum_{m\ge1}\mathrm{Re}\,\frac1{(m\lambda-iR)^2}.$$
Replacing $m$ by $-m$ gives the complex conjugate of a term, so this is the sum over all $m\ne0$. Adding and subtracting the term $m=0$, which is $1/(-iR)^2=-1/R^2$,
$$F_1=\frac1{R^2}+\sum_{m=-\infty}^{\infty}\frac1{(m\lambda-iR)^2}.$$
Now $\sum_m(m-w)^{-2}=\pi^2/\sin^2\pi w$. Both sides have the same double poles and period 1, and both vanish for $|\mathrm{Im}\,w|\to\infty$. Their difference is therefore bounded and free of poles, hence constant, hence zero. With $w=iR/\lambda$ and $\sin^2(i\pi R/\lambda)=-\sinh^2(\pi R/\lambda)$ the first formula follows.

For the second, integrating over the directions of $\mathbf q$ gives $F_3=(4\pi/R)\int_0^\infty kf(k)\sin kR\,dk$. The integral equals $-\tfrac12\,dF_1/dR$. $\square$

### Proof of Theorem 2

*Terms with $j=0$.* The integrals needed are $\int_0^\infty k^3dk/(e^{\lambda k}-1)=\pi^4/(15\lambda^4)$ and $\int_0^\infty k\,dk/(e^{\lambda k}-1)=\pi^2/(6\lambda^2)$. They give
$$F_3(0)=4\pi\cdot\frac{\pi^4}{15\lambda^4},\qquad F_1(0)=2\cdot\frac{\pi^2}{6\lambda^2}=\frac{\pi^2}{3\lambda^2}.$$
The contribution to $U/\hbar c$ is
$$\frac{V}{4\pi^3}\,\frac{4\pi^5}{15\lambda^4}-\frac{\Sigma}{4\pi}\,\frac{\pi^2}{3\lambda^2}+\frac1{2\lambda}=\frac{\pi^2V}{15\lambda^4}-\frac{\pi\Sigma}{12\lambda^2}+\frac1{2\lambda}.$$
Multiplying by $\hbar c$ and inserting $1/\lambda=k_BT/(\hbar c)$ gives the first three terms of the theorem.

*Terms with $j\ne0$, power-law part.* The part $1/R^2$ of $F_1$ gives $-(2\pi/R)(-2/R^3)=4\pi/R^4$ in $F_3$. With $R=2r_j$ in the volume sum and $R=2|j|\ell$ on the axes,
$$\frac{V}{4\pi^3}\sum_{j\ne0}\frac{4\pi}{16r_j^4}-\sum_{\ell}\frac{\ell}{4\pi}\sum_{j\neq0}\frac1{4j^2\ell^2}=\frac{V}{16\pi^2}\sum_{j\ne0}\frac1{r_j^4}-\frac{\pi}{48}\sum_\ell\frac1\ell ,$$
because $\sum_{j\ne0}j^{-2}=\pi^2/3$. This is $-E_C/\hbar c$.

*Terms with $j\ne0$, remaining part.* The function $-\pi^2/[\lambda^2\sinh^2(\pi R/\lambda)]$ and its partner in $F_3$, which is $-(4\pi^4/\lambda^3R)\cosh(\pi R/\lambda)/\sinh^3(\pi R/\lambda)$, define $W$. For $\lambda\ll R$ both decay as $e^{-2\pi R/\lambda}$, and the shortest winding has $R=2d$. $\square$

### Meaning of the terms

The relative size of the edge term is
$$\frac{U_{\rm edge}}{U_{\rm bulk}}=-\frac{\pi}{12}\,\frac{15}{\pi^2}\,\frac{\Sigma\lambda^2}{V}=-\frac{5}{4\pi}\,\frac{\Sigma\lambda^2}{V}.$$
For fixed $V$ and $T$ it is smallest in magnitude for the cube, since $a+b+c\ge3V^{1/3}$ with equality for equal sides. For a cube of side $L$ it is $-15\lambda^2/(4\pi L^2)$.

The power $T^2$ is that of waves on a line. A scalar wave on a line of length $\ell$ has mode density $\ell/\pi$ and thermal energy $(\ell/\pi)\hbar c\,\pi^2/(6\lambda^2)=\pi\ell(k_BT)^2/(6\hbar c)$. The edge term is minus one half of this with $\ell=\Sigma$. In the heat capacity at fixed sides, $T^2$ yields a factor 2 and $T^4$ a factor 4, so the relative edge correction is half as large as in the energy.

The term $k_BT/2$ belongs to the constant $\tfrac12$ in $\bar N$. It acts as half a mode at $k=0$, where a full mode would hold the classical energy $k_BT$.

The constant $E_C$ is the finite part of the zero-point energy of the interior modes. To see this, replace $f$ in Lemma 3 by $\tfrac12k\,e^{-\epsilon k}$ with a small length $\epsilon$. Then $F_1(R)=\mathrm{Re}\,(\epsilon-iR)^{-2}$, which tends to $-1/R^2$ for $R>0$. This is the opposite of the power-law part above, so the windings give $+E_C/\hbar c$. The terms with $j=0$ are $3V/(\pi^2\epsilon^4)-\Sigma/(4\pi\epsilon^2)$. They diverge as $\epsilon\to0$ and have no finite part; a term in $S/\epsilon^3$ is missing, for the same reason as in the count.

As $T\to0$, $\sinh(\pi R/\lambda)$ approaches $\pi R/\lambda$, and $W$ tends to $E_C$. The first three terms vanish, and so does $U$, as it must.

### The box at room temperature

Take $a,b,c=20,25,30\ \mu$m again, at $T=300$ K. Then $k_BT=0.025852$ eV and $\lambda=7.6329\ \mu$m, so $\lambda^3=444.7\ \mu\mathrm m^3$. Writing the terms with $\hbar c/\lambda=k_BT$,
$$U_{\rm bulk}=\frac{\pi^2V}{15\lambda^3}k_BT=\frac{9.8696\cdot15000}{15\cdot444.7}\cdot0.025852\ \mathrm{eV}=0.5737\ \mathrm{eV},$$
$$U_{\rm edge}=-\frac{\pi\Sigma}{12\lambda}k_BT=-\frac{3.1416\cdot75}{12\cdot7.6329}\cdot0.025852\ \mathrm{eV}=-0.0665\ \mathrm{eV}.$$
The edge correction is $-11.6$ percent of the bulk energy. The constant term is $+0.0129$ eV. For $E_C$ the lattice sum was taken over $r_j\le1800\ \mu$m and continued by the integral $\int4\pi r^2dr/(Vr^4)$ beyond. This gives $E_C=0.00068$ eV, and the last doubling of the radius moved it by less than $10^{-8}$ eV. The winding term is $-1.9\times10^{-14}$ eV, in keeping with $e^{-4\pi\cdot20/7.6329}=e^{-32.9}$. Together,
$$U=0.57374-0.06650+0.01293-0.00068=0.51949\ \mathrm{eV}\quad(8.32\times10^{-20}\ \mathrm J).$$
Adding the Planck energies of all modes up to $k=6$ rad/µm gives 0.51948705 eV, and the five terms of the theorem, carried to the same number of digits, give the same value. Moving the cutoff from 4 to 6 rad/µm changed the direct sum by $1.5\times10^{-10}$ eV.

In the sharp count the fluctuation at a single wavenumber can be comparable with the edge term; here the edge term is plain in the mean energy $U$. The energy at one instant fluctuates by $\sqrt{k_BT^2\,dU/dT}\approx0.24$ eV, which is more than the edge term, so only the mean shows it. The Planck weight varies over wavenumbers of order $1/\lambda$, and Lemma 4 shows how completely this averages the windings away once the power-law part has been collected in $E_C$.

At 40 K the thermal length is $57\ \mu$m, longer than every side, and the expansion has lost its use. Scaling the terms above gives $1.81\times10^{-4}$ eV for the bulk, $-1.182\times10^{-3}$ eV for the edges and $1.723\times10^{-3}$ eV for the constant. These and $-E_C$ nearly cancel, and $W=-3.86\times10^{-5}$ eV is needed to reach $U=4.20\times10^{-6}$ eV, the value that the direct sum also gives. The lowest mode, at $k=0.1636$ rad/µm, has $\lambda k=9.4$, so every mode is nearly frozen out.

### Walls that the field can enter

In a real metal the field reaches a small depth $\delta$ into the wall. This brings back a correction proportional to the area.

**Proposition.** Let the tangential magnetic field decay as $e^{-\zeta/\delta}$ at depth $\zeta$ in the wall, with $\delta$ much smaller than the sides and than $1/k$. To first order in $\delta$, averaged over modes with $k$ far above $\pi/d$, where $d$ is the shortest side,
$$\frac{\Delta k}{k}=-\frac23\,\frac{\delta S}{V}.$$

*Proof.* Let $\mathbf E_0,\mathbf H_0,\omega_0$ be an ideal mode and $\mathbf E,\mathbf H,\omega$ the perturbed one, with time factor $e^{-i\omega t}$. Inside the box $\nabla\times\mathbf E=i\omega\mu_0\mathbf H$ and $\nabla\times\mathbf H=-i\omega\varepsilon_0\mathbf E$, and likewise for the ideal mode. Therefore
$$\nabla\cdot(\mathbf E\times\mathbf H_0^*+\mathbf E_0^*\times\mathbf H)=i(\omega-\omega_0)(\mu_0\mathbf H\cdot\mathbf H_0^*+\varepsilon_0\mathbf E\cdot\mathbf E_0^*).$$
Integrate over the box, with outward normal $\mathbf n$. The second product on the left gives nothing, because $\mathbf E_0$ has no tangential part at the wall. On the right the perturbed fields may be replaced by the ideal ones at this order. Electric and magnetic energies of a mode are equal, so the right side is $2i(\omega-\omega_0)\mu_0\int|\mathbf H_0|^2dV$.

In the wall the variation along $\mathbf n$ dominates, and $\nabla\times\mathbf E$ becomes $-\mathbf n\times\mathbf E/\delta$. Hence $\mathbf n\times\mathbf E=-i\omega\mu_0\delta\,\mathbf H$ for the tangential fields. The left side is $\oint(\mathbf n\times\mathbf E)\cdot\mathbf H_0^*dS=-i\omega\mu_0\delta\oint|\mathbf H_0|^2dS$, and
$$\frac{\Delta\omega}{\omega}=-\frac\delta2\,\frac{\oint|\mathbf H_0|^2dS}{\int|\mathbf H_0|^2dV}.$$

For three positive indices the curl of the electric mode gives $H_x=h_x\sin k_xx\cos k_yy\cos k_zz$ and its cyclic partners, with $\mathbf h\perp\mathbf q$. The volume integral is $V|\mathbf h|^2/8$. On each of the two faces normal to $x$ the surface integral is $bc(|\mathbf h|^2-h_x^2)/4$, after removal of a common phase that makes $\mathbf h$ real. The ratio for this pair of faces is $(4/a)(1-h_x^2/|\mathbf h|^2)$. The mean of $h_x^2/|\mathbf h|^2$ over the two polarizations is $\tfrac12(1-k_x^2/k^2)$, and over all directions it is $\tfrac12(1-\tfrac13)=\tfrac13$. The pair contributes $8/(3a)$. Adding the three pairs and using $S/V=2(1/a+1/b+1/c)$ gives $\tfrac43S/V$. Modes with a zero index are a vanishing fraction at large $k$. $\square$

Lowering every wavenumber by this average fraction raises the count at fixed $k$. As $N\propto k^3$ to leading order, the rise is $3\cdot\tfrac23\delta S/V=2\delta S/V$. The added count $2\delta Sk^3/(3\pi^2)$ is proportional to the area, but it goes as $k^3$, not $k^2$. If $\delta$ is constant over the thermal spectrum, the bulk energy rises by the same fraction.

### A gold-like cavity

The thermal radiation in a cavity at room temperature lies mainly in the infrared. The Planck spectrum $x^3/(e^x-1)$, with $x=\lambda k$, peaks at a photon energy of 72.9 meV here. For gold, rough Drude values are a plasma energy $\hbar\omega_p$ of 9 eV and a damping $\hbar\gamma$ of 0.05 eV. Well below the plasma energy the Drude response gives $\delta=(\hbar c/\hbar\omega_p)\sqrt{1+i\gamma/\omega}$. Without loss the depth is 22 nm; at the spectral peak its real part is 23 nm. The wall correction is then about $2\cdot0.023\cdot3700/15000$, or $+1.1$ percent of the bulk energy, a tenth of the edge correction and of opposite sign. This uses the average shift for large $k$, although the spectral peak lies at only 2.3 times the lowest wavenumber; adding the first-order shifts mode by mode gives about 1.0 percent. The imaginary part of $\delta$ gives a mean inverse quality factor $\tfrac43\,\mathrm{Im}\,\delta\,S/V\approx0.002$, so the modes are broadened by a small fraction of their frequency. This is an estimate from shifted modes; it does not treat the energy stored in a lossy wall, and it takes the response of the metal as local, which somewhat underestimates the loss. It also leaves out the evanescent field that thermal currents in a lossy metal produce in the vacuum next to the wall. This field is mainly magnetic and lies almost entirely at frequencies below the lowest mode. At a distance $z\gg\delta$ from a flat Drude wall its energy density approaches $k_BT/(16\pi z^3)$; for the values above it is about 12 times the blackbody density at 1 µm and about 1 percent of it at 10 µm. Taken over the wall area, the layer from 1 to 3 µm alone holds about 0.8 eV, more than the bulk term. The 1.1 percent is therefore a correction to the energy of the cavity modes, not to the whole field energy in the vacuum. Real cavities also have openings and imperfect edges, whose effects are not estimated here.

For the energy of the cavity modes alone, at fixed shape and temperature the edge fraction falls as the inverse square of the size and the wall fraction as its inverse. Their magnitudes, 11.6 and 1.1 percent here, would thus become equal in a box about ten times larger, where both are near 0.1 percent. In larger boxes of this metal the leading correction to the energy of the modes comes from the wall area after all. The $k^2$ terms still cancel in the ideal count; penetration adds to that count a separate term in $\delta Sk^3$.

All numerical values are calculated from the stated model.
